# Kinetic energy delivered to a floating wall by argon and hydrogen plasmas

## Problem

A plasma of electrons (mass $m$) and singly charged positive ions (mass $M$) touches an electrically floating wall that absorbs every particle reaching it. The electrons are Maxwellian with temperature $T_e$, written as an energy. The ions start cold, are accelerated in a quasi-neutral presheath, and then cross a thin collisionless sheath.

(a) Find the directed ion energy at the sheath edge.

(b) Find the sheath voltage at which the wall floats.

(c) Show that the kinetic energy striking the wall per electron-ion pair is about $7.2T_e$ for Ar$^+$ and $5.3T_e$ for H$^+$.

(d) Evaluate the particle and power fluxes for an argon plasma with $T_e=3$ eV and sheath-edge density $n_s=5\times10^{10}$ cm$^{-3}$. Estimate the effects of the main assumptions at a gas pressure of 5 mTorr and a gas temperature of 300 K.

## Solution

### (a) Ion energy at the sheath edge

Let $\psi\ge0$ be the drop in potential energy of an ion below the sheath edge, divided by $T_e$. If all ions enter with speed $u_s$, energy conservation gives

$$
\tfrac12Mu^2=\tfrac12Mu_s^2+\psi T_e .
$$

There is no ionization in the thin sheath, so $n_iu=n_su_s$. With $w=Mu_s^2/T_e$,

$$
\frac{n_i}{n_s}=\frac{u_s}{u}=\left(1+\frac{2\psi}{w}\right)^{-1/2}.
$$

Nearly all electrons are reflected before the wall, so through most of the sheath their density closely follows the Boltzmann relation $n_e/n_s=e^{-\psi}$. At the wall itself no electrons return, and the density is half this value, but it is already well below the ion density there. Expanding both densities for small $\psi$,

$$
\frac{n_i-n_e}{n_s}=\left(1-\frac1w\right)\psi+
\left(\frac{3}{2w^2}-\frac12\right)\psi^2+\cdots .
$$

A sheath that repels electrons needs positive net charge. If $w<1$, the leading term is negative, so we need $w\ge1$. The value $w=1$ is allowed: $(1+2\psi)^{-1/2}>e^{-\psi}$ is equivalent to $e^{2\psi}>1+2\psi$, which holds for every $\psi>0$.

The presheath selects this marginal value. Let $x$ point towards the wall, let $S\ge0$ be the ionization rate per volume, and let $F\ge0$ be the drag force per ion, including the momentum needed to bring newborn ions up to the flow speed. For a cold ion fluid,

$$
(nu)'=S,\qquad Muu'=-T_e\frac{n'}{n}-F .
$$

The term $-T_en'/n$ is the electric force, from the Boltzmann relation and quasi-neutrality. The first equation gives $n'/n=(S/n-u')/u$. Substituting this and multiplying by $u$,

$$
(T_e-Mu^2)u'=\frac{T_eS}{n}+Fu .
$$

With a source or drag present, the right side is positive. Ions starting from rest therefore accelerate, and $u'$ diverges as $Mu^2\to T_e$. Quasi-neutrality breaks down there, and the sheath begins. Hence

$$
u_s=\sqrt{\frac{T_e}{M}},\qquad \frac12Mu_s^2=\frac12T_e .
$$

This is the Bohm speed. The energy $T_e/2$ is the presheath contribution to the ion impact energy.

### (b) Floating voltage

Let the wall lie a voltage $V>0$ below the sheath edge, and define $\eta=eV/T_e$. An electron reaches the wall if its velocity component towards the wall exceeds $v_0=\sqrt{2eV/m}$. The electron flux is

$$
\Gamma_e=n_s\sqrt{\frac{m}{2\pi T_e}}
\int_{v_0}^{\infty}v_xe^{-mv_x^2/(2T_e)}\,dv_x .
$$

The integral equals $(T_e/m)e^{-\eta}$, so

$$
\Gamma_e=n_s\sqrt{\frac{T_e}{2\pi m}}\,e^{-\eta}.
$$

A floating wall draws no net current. Without secondary emission, $\Gamma_e=\Gamma_i=n_s\sqrt{T_e/M}$. The density and temperature cancel:

$$
e^{-\eta}=\sqrt{\frac{2\pi m}{M}},\qquad
\eta=\frac12\ln\frac{M}{2\pi m}.
$$

Heavier ions arrive more slowly, so a larger barrier is needed to reduce the electron flux to match.

### (c) Energy per pair

For an electron that reaches the wall, let $\varepsilon=mv_x^2/2-eV$ be the energy of normal motion left on arrival. Since $v_xdv_x=d\varepsilon/m$, the arriving flux is distributed as $e^{-\varepsilon/T_e}d\varepsilon$. Its mean is

$$
\langle\varepsilon\rangle=
\frac{\int_0^\infty\varepsilon e^{-\varepsilon/T_e}d\varepsilon}
{\int_0^\infty e^{-\varepsilon/T_e}d\varepsilon}=T_e .
$$

The two directions parallel to the wall are unaffected by the barrier and contribute $T_e/2$ each. An arriving electron therefore carries $2T_e$ on average. This exceeds the volume average $3T_e/2$ because the flux weights each electron by its normal speed.

The ion arrives with its presheath energy plus the sheath drop, $T_e/2+\eta T_e$. One electron arrives per ion, so

$$
\boxed{\frac{E}{T_e}=2+\frac12+\frac12\ln\frac{M}{2\pi m}}
$$

The sheath energy is counted once. An electron that arrives with $2T_e$ on average had $2T_e+eV$ at the sheath edge. It gives $eV$ to the field, and the ion takes $eV$ from the field.

For argon, $M/m=72824$:

$$
\eta=\tfrac12\ln\frac{72824}{2\pi}=4.679,\qquad
\frac{E}{T_e}=2+0.5+4.679=7.179 .
$$

For protons, $M/m=1836.2$:

$$
\eta=\tfrac12\ln\frac{1836.2}{2\pi}=2.839,\qquad
\frac{E}{T_e}=2+0.5+2.839=5.339 .
$$

These round to 7.2 and 5.3. The difference, $\frac12\ln(M_{\rm Ar}/M_{\rm H})=1.840$, comes entirely from the sheath drop. The electron and presheath terms do not depend on ion mass.

The formula needs $M\gg2\pi m$. For $M=m$ it would give a negative $\eta$, contradicting the assumed electron-repelling sheath. Even for heavy ions, absorbed electrons are missing from the returning half of the distribution. The missing fraction of the full Maxwellian density is

$$
g=\frac1{\sqrt{2\pi}}\int_{\sqrt{2\eta}}^\infty e^{-s^2/2}ds
=\tfrac12\operatorname{erfc}\sqrt\eta .
$$

This is 0.1% for argon and 0.9% for protons. At fixed ion entry speed, the density correction raises $\eta$ by $-\ln(1-g)\approx g$, which does not affect the rounded results.

### (d) Argon example and limits of the model

At $T_e=3$ eV, the sheath voltage is $4.679\times3=14.04$ V. The mean energies on impact are

- ion: $5.179\times3=15.54$ eV;
- electron: $2\times3=6.00$ eV;
- pair: $15.54+6.00=21.54$ eV.

A proton plasma at the same $T_e$ would deliver 16.02 eV per pair.

The argon Bohm speed is $2.692\times10^5$ cm/s, so the pair flux is

$$
\Gamma=(5\times10^{10})(2.692\times10^5)
=1.346\times10^{16}\ \text{cm}^{-2}\text{s}^{-1}.
$$

Multiplying by 21.54 eV and converting to joules gives a kinetic power flux of 0.0464 W/cm$^2$.

**Recombination heat.** Neutralizing an argon ion releases roughly 16 eV. If all of it stays in the wall, the heat flux becomes about 0.08 W/cm$^2$. This energy matters for wall heating but is not part of $E$. In a plasma power balance it was already paid as part of the ionization cost, so it must not be added again.

**Depleted electron tail.** Suppose inelastic collisions reduce the electron distribution by a factor $f$ at all energies above a threshold that lies at or below the new, lower barrier, leaving the bulk unchanged and neglecting the small density removed from the tail. Current balance becomes $fe^{-\eta'}=e^{-\eta}$, hence $\eta'=\eta+\ln f$. The mean electron impact energy remains $2T_e$ because the shape above the barrier is unchanged. For $f=0.5$, $E$ falls by $0.693T_e$ to about $6.5T_e$, and the sheath voltage falls to 11.96 V, so the reduction must already apply at 11.96 eV. A uniform factor is an idealization. Excitation usually makes the tail steeper, which also lowers the electron impact energy below $2T_e$, so the shift in $E$ depends on the shape of the tail and not only on $f$.

**Secondary electrons.** If each ion releases $\gamma$ electrons, zero net current requires $\Gamma_e=(1+\gamma)\Gamma_i$. The drop changes by $-T_e\ln(1+\gamma)$, while the incident electron energy per ion becomes $2(1+\gamma)T_e$. The net change is

$$
\frac{\Delta E}{T_e}=2\gamma-\ln(1+\gamma).
$$

For a rough yield $\gamma=0.1$, this is $+0.105$. The small initial energy carried away by the emitted electrons is neglected.

**Spread of ion energies.** Ions born at different places in a collisionless presheath do not share one speed. We take planar geometry; in a cylinder the numbers below differ, and with ionization proportional to density the final shift in $E$ is about twice as large. Let $\chi$ be the drop from the plasma centre in units of $T_e$, and let $J(\chi)$ be the accumulated ion flux, with the central density and $\sqrt{T_e/M}$ as units. Ions born at rest at $\chi'$ have speed $\sqrt{2(\chi-\chi')}$ at $\chi$, so quasi-neutrality reads

$$
\int_0^\chi\frac{J'(\chi')\,d\chi'}{\sqrt{2(\chi-\chi')}}=e^{-\chi}.
$$

Multiply by $(X-\chi)^{-1/2}$ and integrate over $0<\chi<X$. After exchanging the order of integration, the inner integral on the left is

$$
\int_{\chi'}^X\frac{d\chi}{\sqrt{(X-\chi)(\chi-\chi')}}=\pi .
$$

On the right, set $X-\chi=t^2$. The result is

$$
\frac{\pi J(X)}{\sqrt2}=2e^{-X}\int_0^{\sqrt X}e^{t^2}dt
\equiv2D(\sqrt X),
$$

where $D$ is Dawson's function. Thus $J=(2\sqrt2/\pi)D(\sqrt\chi)$.

Ionization can only add flux, so the quasi-neutral solution ends where $J$ is largest. Differentiating the definition of $D$ gives $D'(y)=1-2yD(y)$. At the edge $y_s=\sqrt{\chi_s}$, therefore, $D(y_s)=1/(2y_s)$, whose solution is $\chi_s=0.854$. Integrating by parts, the mean ion energy there is

$$
\frac1{J_s}\int_0^{\chi_s}(\chi_s-\chi)J'd\chi
=\frac1{J_s}\int_0^{\chi_s}J\,d\chi
=\frac{\int_0^{y_s}2yD\,dy}{D(y_s)} .
$$

Since $2yD=1-D'$, this equals $y_s/D(y_s)-1=2\chi_s-1=0.708$, compared with 0.5 for a single speed. The mean speed is $J_s/e^{-\chi_s}=1.144$ Bohm speeds. The larger ion flux lowers the floating drop by $\ln1.144$, to $4.544T_e$. The two changes in $E$, $+0.208T_e$ from the entry energy and $-0.135T_e$ from the sheath drop, partly cancel, leaving a shift of $+0.073T_e$ in $E$. The fluxes change more: at fixed $n_s$ the particle flux rises by 14% and the kinetic power flux by about 16%. This is the collisionless limit. At 5 mTorr the ion mean free path, estimated below as 0.62 cm, is shorter than a presheath several centimetres long, so collisions there also change the ion energies and the shift is only a guide to the size of the effect.

**Collisions in the sheath.** Measure distance $\xi$ in edge Debye lengths. Poisson's equation is $\psi''=(1+2\psi)^{-1/2}-e^{-\psi}$. Multiplying by $\psi'$ and integrating, with $\psi'=0$ at $\psi=0$, gives

$$
\tfrac12(\psi')^2=\sqrt{1+2\psi}+e^{-\psi}-2 .
$$

The sheath merges gradually into the presheath, so a starting point must be chosen. From $\psi=0.1$ to the wall, integrating $d\xi=d\psi/\psi'$ gives 10.46 Debye lengths. One Debye length is 0.00576 cm, so the thickness is about 0.060 cm. With a rough ion-atom cross-section of $10^{-14}$ cm$^2$, the mean free path is about 0.62 cm. The collision probability is

$$
1-e^{-0.060/0.62}\approx9\% .
$$

The figure depends on where the sheath is taken to begin: starting from $\psi=0.03$ gives 17.2 Debye lengths and about 15%. In either case most ions cross without a collision. An ion that does collide can pass some of its energy to a gas atom. If each colliding ion lost all the energy it had at that point, as in charge exchange, the mean ion impact energy would fall by roughly $0.2T_e$, although the fast atom formed this close to the wall usually carries that energy on to it.

**Comparison with real reactors.** The chosen density, temperature and pressure are rough typical values for a low-pressure inductively coupled argon etching plasma. Argon excitation starts at roughly 12 eV, below the calculated 14.04 V barrier, so electrons able to reach the wall can also excite the gas. A depleted tail is thus a realistic concern, and the assumed halving is the largest of the shifts in $E$ estimated here. A wafer under radio-frequency bias does not sit at the steady floating voltage found here: at fixed $T_e$, each additional volt of mean sheath voltage adds about 1 eV to the mean ion impact energy, provided the sheath stays nearly collisionless and the ions take several radio-frequency periods to cross it. In hydrogen, the value $5.3T_e$ applies when protons dominate; H$_2^+$ and H$_3^+$ are heavier and give larger values. The numerical output lists the main quantities calculated above.

## Numbers as computed

```
Bohm threshold M*u^2/Te (numerical): 0.9999
Ar+ mass ratio M/m: 72824.4
Ar+ sheath drop: 4.679 Te
Ar+ ion impact energy: 5.179 Te
Ar+ electron impact energy: 2.000 Te
Ar+ kinetic energy per pair: 7.179 Te
Ar+ missing electron density fraction: 0.00111
H+ mass ratio M/m: 1836.2
H+ sheath drop: 2.839 Te
H+ ion impact energy: 3.339 Te
H+ electron impact energy: 2.000 Te
H+ kinetic energy per pair: 5.339 Te
H+ missing electron density fraction: 0.00859
Ar+ minus H+ energy: 1.840 Te
Input electron temperature: 3.0 eV
Input edge density: 5.0e+10 cm^-3
Input gas pressure: 5.0 mTorr
Input gas temperature: 300 K
Argon sheath voltage: 14.04 V
Argon ion impact energy: 15.54 eV
Electron impact energy: 6.00 eV
Argon kinetic energy per pair: 21.54 eV
Proton kinetic energy per pair: 16.02 eV
Argon Bohm speed: 2.692e+05 cm/s
Argon pair flux: 1.346e+16 cm^-2 s^-1
Argon kinetic power flux: 0.0464 W/cm^2
Rough recombination energy: 16 eV
Power flux with recombination: 0.0809 W/cm^2
Tail flux factor (chosen): 0.5
Energy shift from depleted tail: -0.693 Te
Sheath voltage with depleted tail: 11.96 V
Rough secondary yield: 0.1
Energy shift from secondaries: +0.105 Te
Distributed source, presheath drop: 0.854 Te
Distributed source, ion edge energy: 0.708 Te
Distributed source, mean speed/Bohm: 1.144
Distributed source, sheath drop: 4.544 Te
Distributed source, total shift: +0.073 Te
Edge Debye length: 0.00576 cm
Sheath thickness from psi=0.1: 10.46 Debye lengths
Sheath thickness: 0.0603 cm
Rough ion cross-section: 1e-14 cm^2
Ion mean free path: 0.621 cm
Ion collision chance in sheath: 9.2 %
```
